# Parity and optical absorption at the band edge of rutile tin dioxide

Rutile SnO$_2$ has a tetragonal cell with edges $a,a,c$. In units of these edges the atoms sit at

- Sn$_1$ $(0,0,0)$ and Sn$_2$ $(\tfrac12,\tfrac12,\tfrac12)$;
- O$_1$ $(u,u,0)$ and O$_2$ $(-u,-u,0)$;
- O$_3$ $(\tfrac12+u,\tfrac12-u,\tfrac12)$ and O$_4$ $(\tfrac12-u,\tfrac12+u,\tfrac12)$.

The gap is direct, with both edges at $\mathbf k=0$. The problem asks how strongly light excites an electron across it. The crystal is pure and undistorted, spin–orbit coupling is neglected, and the photon wavevector is set to zero until part (f). SI units are used; $m$ is the free-electron mass and $e>0$.

Numbers come from a tight-binding model with tin $s$ and $p$ and oxygen $p$ orbitals. It has Sn–O and near O–O hopping but no direct Sn–Sn hopping. Its parameters are rough round values, and the tin $s$ level is placed to make the gap 3.6 eV. They are $a=0.474$ nm, $c=0.319$ nm and $u=0.307$; Sn–O hoppings $V_{sp\sigma}=2.5$, $V_{pp\sigma}=3.0$ and $V_{pp\pi}=-0.5$ eV; O–O hoppings $V_{pp\sigma}=0.6$ and $V_{pp\pi}=-0.1$ eV; and tin $p$ 6 eV above tin $s$, which comes out 5.15 eV above oxygen $p$. With distance $d$, Sn–O hopping scales as $d^{-2}$ from its value at 0.205 nm, and O–O hopping as $d^{-3}$ from its value at 0.29 nm, with a cutoff at 0.33 nm.

## (a) What parity can the band edges have?

**Question.** Show that inversion about Sn$_1$ is a symmetry, and find its effect on states at $\mathbf k=0$.

**Solution.** Under $\mathbf r\to-\mathbf r$, Sn$_1$ stays fixed and Sn$_2$ goes to $(-\tfrac12,-\tfrac12,-\tfrac12)$, which is Sn$_2$ shifted by a lattice vector. O$_1$ and O$_2$ exchange. O$_3$ goes to $(-\tfrac12-u,-\tfrac12+u,-\tfrac12)$, and adding $(1,1,1)$ gives O$_4$. The crystal maps onto itself without any half translation.

The inversion operator $\Pi$ therefore commutes with the Hamiltonian. It turns a Bloch state at $\mathbf k$ into one at $-\mathbf k$, so at $\mathbf k=0$ it returns the same wavevector. Since $\Pi^2=1$, a non-degenerate state there has parity $+1$ or $-1$.

## (b) Which orbitals form the edges?

**Question.** Find the highest state built from the oxygen $p$ orbitals normal to the Sn–O bonds, and the lower tin $s$ combination. Give their symmetries.

**Solution.** The tin neighbours of O$_1$ are $(0,0,0)$ and $(\tfrac12,\tfrac12,\pm\tfrac12)$. They lie in the plane containing $[110]$ and $z$. Let $p_1,p_2$ be the orbitals of O$_1$, O$_2$ along the normal $[1\bar10]$, and $p_3,p_4$ those of O$_3$, O$_4$ along $[110]$.

Two $p$ orbitals along unit vectors $\mathbf e,\mathbf e'$, separated by $\mathbf d$, couple through
$$(\mathbf e\cdot\hat{\mathbf d})(\mathbf e'\cdot\hat{\mathbf d})(V_\sigma-V_\pi)+(\mathbf e\cdot\mathbf e')V_\pi,\qquad V_\sigma>0>V_\pi .$$
The near separation of O$_1$ and O$_2$ is along $[110]$, normal to both orbitals, so $H_{12}=V'_\pi<0$; likewise $H_{34}=V'_\pi$. From O$_1$ to O$_3$ there are four vectors $\mathbf d=(\pm\tfrac a2,(\tfrac12-2u)a,\pm\tfrac c2)$. Here $\mathbf e\cdot\mathbf e'=0$, and the product of projections is $(d_x^2-d_y^2)/2d^2$. Hence
$$H_{13}=t=\frac{2(d_x^2-d_y^2)}{d^2}(V_\sigma-V_\pi)>0 .$$
For O$_1$–O$_4$ the roles of $d_x$ and $d_y$ exchange, so $H_{14}=-t$. In the same way $H_{23}=-t$ and $H_{24}=t$.

Inversion reverses a $p$ orbital and exchanges sites, so $p_1\to-p_2$ and $p_3\to-p_4$. The even states are built from $p_1-p_2$ and $p_3-p_4$. With $\varepsilon$ the part of the energy common to all four orbitals,
$$E\!\left[\tfrac12(p_1-p_2\pm(p_3-p_4))\right]=\varepsilon-V'_\pi\pm2t .$$
The odd states $p_1+p_2$ and $p_3+p_4$ do not couple to each other, because $H_{13}+H_{14}+H_{23}+H_{24}=0$; both lie at $\varepsilon+V'_\pi$. The highest of the four is the even state
$$|v\rangle=\tfrac12(p_1-p_2+p_3-p_4).$$

Three operations fix its symmetry.

- The mirror $z\to-z$ leaves it unchanged.
- The mirror $x\leftrightarrow y$ gives $p_1\to-p_1$, $p_2\to-p_2$, $p_3\leftrightarrow p_4$, so it changes sign.
- The screw $(x,y,z)\to(-y,x,z)+(\tfrac12,\tfrac12,\tfrac12)$ gives $p_1\to p_4$, $p_2\to p_3$, $p_3\to-p_1$, $p_4\to-p_2$, so it changes sign.

This is the symmetry B$_{1g}$, also written $\Gamma_3^+$. Tin $s$ orbitals are even under $x\leftrightarrow y$, so they cannot mix into $|v\rangle$ at $\mathbf k=0$.

For tin, write $s_1\pm s_2$. The in-plane orbital of O$_1$ along $[110]$ sees Sn$_1$ on one side and two Sn$_2$ atoms on the other. The latter bonds make an angle $\theta$ with $[110]$, where
$$\cos\theta=\frac{\sqrt2(\tfrac12-u)a}{\sqrt{2(\tfrac12-u)^2a^2+c^2/4}}\approx0.63 .$$
The bond lengths are nearly equal, so the coupling is proportional to $1\mp2\cos\theta$ for $s_1\pm s_2$: magnitude 0.26 in phase and 2.26 out of phase. Coupling to $p_z$ cancels between the two Sn$_2$ atoms. Oxygen states below push the out-of-phase state up much more. The lower state is thus mainly $s_1+s_2$, unchanged by all the operations above: A$_{1g}$, or $\Gamma_1^+$.

This argument does not place $|v\rangle$ above the other oxygen states. Diagonalising the model does: the valence edge is $|v\rangle$, both edges have parity $+1$, and the conduction edge has 96% tin $s$ weight. A coarse scan of the zone finds no higher valence or lower conduction energy than at the centre. For the real material, the two symmetries are an input that this model supports but does not prove.

## (c) How strong is the transition at $\mathbf k=0$?

**Question.** Evaluate $\langle c|\mathbf p|v\rangle$, where $|c\rangle$ is the conduction edge.

**Solution.** Momentum reverses under inversion: $\Pi\mathbf p\Pi=-\mathbf p$. Inserting $\Pi^2=1$ on both sides of $\mathbf p$ gives
$$\langle c|\mathbf p|v\rangle=\langle c|\Pi(\Pi\mathbf p\Pi)\Pi|v\rangle=(+1)(-1)(+1)\langle c|\mathbf p|v\rangle=0 .$$
The electric-dipole transition at the gap is forbidden for every polarisation. "Direct" says that the edges share a wavevector; it says nothing about this matrix element.

In the orbital basis, position acts as $i\nabla_{\mathbf k}$ on the amplitudes plus a matrix $\mathbf D$ of dipoles inside each atom. From $\mathbf p=(im/\hbar)[H,\mathbf r]$,
$$\mathbf p=\frac m\hbar\left(\nabla_{\mathbf k}H+i[H,\mathbf D]\right).$$
Both terms are odd under inversion, and the numerical element vanishes to rounding error with or without $\mathbf D$. Below, $\mathbf D$ is dropped and $\mathbf V=\langle c|\nabla_{\mathbf k}H|v\rangle$, so $\mathbf p_{cv}=m\mathbf V/\hbar$.

## (d) What happens just away from $\mathbf k=0$?

**Question.** Find the leading matrix element for each polarisation.

**Solution.** The lattice-periodic parts of the Bloch states obey a Hamiltonian with the extra terms $\hbar\mathbf k\cdot\mathbf p/m+\hbar^2k^2/2m$. The second is a constant and mixes nothing. To first order,
$$|v_{\mathbf k}\rangle=|v\rangle+\frac\hbar m\sum_{n\ne v}|n\rangle\frac{\langle n|\mathbf k\cdot\mathbf p|v\rangle}{E_v-E_n},$$
and similarly for $c$. The momentum element between the full Bloch states is $\langle c_{\mathbf k}|\mathbf p+\hbar\mathbf k|v_{\mathbf k}\rangle$, whose second part vanishes by orthogonality. Since the zeroth-order term is zero, $p_i=\hbar\sum_jL_{ij}k_j$ with
$$L_{ij}=\frac1m\sum_n\left[\frac{p^i_{cn}p^j_{nv}}{E_v-E_n}+\frac{p^j_{cn}p^i_{nv}}{E_c-E_n}\right].$$
Each product needs $n$ to be odd. A finite orbital basis adds $(m/\hbar^2)\langle c|\partial_i\partial_jH|v\rangle$.

Symmetry fixes the form of $L$. Let an operation rotate vectors by $R$, leave $|c\rangle$ unchanged and multiply $|v\rangle$ by $\eta=\pm1$. Then $\mathbf p_{cv}(R\mathbf k)=\eta R\,\mathbf p_{cv}(\mathbf k)$, so $R^{-1}LR=\eta L$.

- $z\to-z$ with $\eta=1$ removes the elements joining $z$ to $x$ or $y$.
- $x\leftrightarrow y$ with $\eta=-1$ gives $L_{zz}=0$, $L_{yy}=-L_{xx}$ and $L_{yx}=-L_{xy}$.
- The screw has $\eta=-1$, but an antisymmetric $xy$ block commutes with its rotation, so $L_{xy}=0$.

With $\Lambda=L_{xx}$,
$$p_x=\hbar\Lambda k_x,\qquad p_y=-\hbar\Lambda k_y,\qquad p_z=0\quad\text{to first order.}$$

Inversion makes $\mathbf p_{cv}$ odd in $\mathbf k$, so $p_z$ can next appear at third order. It must be odd in $k_z$ and change sign under $x\leftrightarrow y$. Among cubic terms, this leaves $p_z\propto k_z(k_x^2-k_y^2)$.

The model gives $|V_x|/k_x=0.0722$ eV nm$^2$. Dividing by $\hbar^2/m=0.0762$ eV nm$^2$ gives $|\Lambda|=0.948$. The computed $L_{yy}/L_{xx}$ is $-1.0000$, and the perturbation sum was tested against elements from direct diagonalisation at small $\mathbf k$.

## (e) What absorption law follows?

**Question.** Derive the absorption coefficient near the gap, without electron–hole attraction, and compare it with an allowed edge.

**Solution.** A field of amplitude $E_0$ along the unit vector $\mathbf e$ has vector-potential amplitude $E_0/\omega$. The coupling $e\mathbf A\cdot\mathbf p/m$ has a resonant part of magnitude $(eE_0/2m\omega)|\mathbf e\cdot\mathbf p_{cv}|$. Fermi's golden rule, with a factor 2 for spin, gives the transition rate per volume
$$W=\frac{2\pi}\hbar\frac{e^2E_0^2}{4m^2\omega^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}|\mathbf e\cdot\mathbf p_{cv}|^2\delta(E_{cv}-\hbar\omega).$$
Dividing the absorbed power $\hbar\omega W$ by the intensity $\tfrac12\varepsilon_0ncE_0^2$, with $n$ now the refractive index, yields
$$\alpha=\frac{\pi e^2}{\varepsilon_0ncm^2\omega}\,2\!\int\!\frac{d^3k}{(2\pi)^3}|\mathbf e\cdot\mathbf p_{cv}|^2\delta(E_{cv}-\hbar\omega).$$

Near the centre $E_{cv}=E_g+\hbar^2(k_x^2+k_y^2)/2\mu_x+\hbar^2k_z^2/2\mu_z$, where $\mu_x,\mu_z$ are reduced masses. Put $\Delta=\hbar\omega-E_g$ and $k_i=\sqrt{2\mu_i}\,q_i/\hbar$, with $\mu_y=\mu_x$. For light polarised along $x$,
$$\int d^3k\,k_x^2\,\delta(E_{cv}-\hbar\omega)=\frac{(2\mu_x)^2(2\mu_z)^{1/2}}{\hbar^5}\int d^3q\,q_x^2\,\delta(q^2-\Delta).$$
The angular average of $q_x^2$ is $q^2/3$, so the last integral is $\tfrac{4\pi}3\int q^4\delta(q^2-\Delta)dq=\tfrac{2\pi}3\Delta^{3/2}$. The numerical factors combine as $\pi\cdot2/(8\pi^3)\cdot2\pi/3=1/(6\pi)$:
$$\boxed{\alpha_\perp=\frac{e^2\Lambda^2(2\mu_x)^2(2\mu_z)^{1/2}\Delta^{3/2}}{6\pi\varepsilon_0ncm^2\omega\hbar^3}}$$

For an allowed edge with constant element $p$, the $q$ integral is $2\pi\Delta^{1/2}$, and
$$\alpha_{\rm al}=\frac{e^2|p|^2(2\mu_x)(2\mu_z)^{1/2}\Delta^{1/2}}{2\pi\varepsilon_0ncm^2\omega\hbar^3}.$$
For light polarised along $c$, $|p_z|^2\propto q^6$ and the integral scales as $\Delta^{7/2}$.

Integration over constant-energy surfaces of the full model bands, between 0.25 and 1 meV above the gap, gives powers 1.4996, 3.4996 and 0.5002 for the perpendicular, parallel and constant-element cases. At 0.25 meV the perpendicular absorption is 0.9998 of the boxed formula.

## (f) How weak is the edge, and what limits the result?

**Question.** Evaluate the absorption 0.2 eV above the gap for $n=2$, and size the neglected effects.

**Solution.** The model's electron and hole masses along $x$ are $0.429m$ and $1.525m$. Thus $\mu_x/m=1/(1/0.429+1/1.525)=0.335$; along $z$ the result is 0.275. Using $\mathbf p=m\mathbf V/\hbar$ and the fine-structure constant $\alpha_0=e^2/(4\pi\varepsilon_0\hbar c)$, the golden rule becomes
$$\alpha=\frac{\alpha_0I}{\pi n\hbar\omega},\qquad I=\int d^3k\,|V_x|^2\delta(E_{cv}-\hbar\omega).$$
With energies in eV and lengths in nm,
$$I=\frac{2\pi}3\,\frac{(0.0722)^2(0.670)^2(0.550)^{1/2}(0.2)^{3/2}}{(0.0762)^{5/2}}\approx0.203\ \text{eV/nm}.$$
At $\hbar\omega=3.8$ eV this gives $\alpha_\perp\approx6.2\times10^{-5}$ nm$^{-1}$, or 620 cm$^{-1}$.

For comparison, keep the masses and gap fixed but give the edge the strength of the first allowed transition for this polarisation, $|V|=0.516$ eV nm. The formulas of (e) give the ratio
$$\frac{\alpha_{\rm al}}{\alpha_\perp}=\frac{3|V|^2}{(0.0722\,k_x)^2}\approx87,\qquad k_x=\frac{\sqrt{2\mu_x\Delta}}\hbar=1.33\ \text{nm}^{-1},$$
so the allowed edge would absorb $5.4\times10^4$ cm$^{-1}$. The penetration depth $1/\alpha$ is about 16 µm for the forbidden edge and 0.19 µm for the allowed one. At $\mathbf k=0$ in the model, the first allowed transitions from deeper, odd valence states lie at 4.45 eV for light polarised perpendicular to $c$ and 5.06 eV for light polarised along $c$.

**Band shape.** The full bands give 549 cm$^{-1}$, 11% below the formula. For light polarised along $c$ the edge pair gives about 1 cm$^{-1}$.

**Electron–hole attraction.** This is the largest correction found here. For relative motion with envelope $\Phi(\mathbf r)$, the factor $k_x$ turns into a derivative, so the strength is proportional to $|\partial_x\Phi(0)|^2$. Take an isotropic reduced mass and static screening. The envelope obeys $\nabla^2\Phi+k^2\Phi-(2\eta k/r)\Phi=0$, where $\eta=-s$, $s=\sqrt{R/\Delta}$ and $R$ is the exciton Rydberg. Put $\Phi=e^{ikz}g(\xi)$ with $\xi=r-z$, taking $z$ here along $\mathbf k$. Since $|\nabla\xi|^2=2\xi/r$, $\nabla^2\xi=2/r$ and $\partial_z\xi=-\xi/r$,
$$\xi g''+(1-ik\xi)g'-\eta kg=0 .$$
The regular solution is $g=C\,{}_1F_1(-i\eta;1;ik\xi)$. At large $\xi$ the part of $g$ that multiplies the incoming plane wave tends to $C(-ik\xi)^{i\eta}/\Gamma(1+i\eta)$, whose magnitude is $|C|e^{\pi\eta/2}/|\Gamma(1+i\eta)|$. Setting this to one and using $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ with $\eta=-s$ gives $|C|^2=e^{-\pi\eta}|\Gamma(1+i\eta)|^2=2\pi s/(1-e^{-2\pi s})$. Near the origin
$$\Phi\approx C[1+i\mathbf k\cdot\mathbf r+\eta(kr-\mathbf k\cdot\mathbf r)].$$
The $p$-like part is $C(i-\eta)\mathbf k\cdot\mathbf r$, against $i\mathbf k\cdot\mathbf r$ without attraction. The enhancement is therefore
$$F=\frac{2\pi s}{1-e^{-2\pi s}}(1+s^2).$$
With the mean reduced mass $3/(2/\mu_x+1/\mu_z)=0.312m$ and a rough permittivity of 10, $R=42$ meV, and $F=3.7$ at $\Delta=0.2$ eV. The lattice cannot fully follow a pair this far above the gap, so static screening is doubtful here: electronic screening alone, with permittivity $n^2=4$, would give $F\approx17$. The estimates below keep the value 10, for which the factor 3.7 raises the formula's value to about 2300 cm$^{-1}$. An allowed edge gains $|C|^2$ alone, so the ratio 87 falls by $1+s^2=1.21$, to about 72.

As $\Delta\to0$, $F\to2\pi(R/\Delta)^{3/2}$, which cancels $\Delta^{3/2}$: the continuum then starts at a finite value. A bound exciton needs a $p$-like envelope to absorb through the $k$-linear element, so the absorbing series starts at $R/4\approx11$ meV below the gap. The $s$-like exciton, at $R$ below the gap, is dark in this order. The $3/2$ law describes independent particles, not the immediate neighbourhood of the gap.

**Other corrections.** A rough tin $s$–$p$ dipole of 0.05 nm multiplies the slope by 0.956 and the absorption by 0.91; a dipole of 0.08 nm, closer to that of a free tin atom, gives 0.93 and 0.86. The photon wavevector is 0.0385 nm$^{-1}$. For light travelling along $[110]$ and polarised along $[1\bar10]$, the model's element between edge states separated by this wavevector and centred on $\mathbf k=0$ has only about $10^{-4}$ of the $k$-linear strength at this energy. A uniform polar displacement of tin along $x$ breaks inversion. At 5.9 pm, a rough 300 K amplitude, it gives $|V_x|=0.0038$ eV nm at $\mathbf k=0$. Its strength is 0.5% of the $k$-linear strength at this energy. Other patterns add more: displacing each atom separately by the same amount along each axis, and summing the strengths, gives about 3%. This frozen-lattice estimate omits phonon energies, thermal gap shifts and displacements that vary from cell to cell.

**The real material.** A gap near 3.6 eV is typical of SnO$_2$, but its electron mass is roughly $0.3m$, so the model's in-plane value is high. Setting both electron masses to $0.3m$, with hole masses and $\Lambda$ fixed, multiplies $\alpha_\perp$ by about 0.55 and gives 340 cm$^{-1}$ before Coulomb enhancement. With these masses and a permittivity of 10 the Coulomb factor is 3.3, so the attraction still matters more than the mass correction. A lighter electron mass along $c$, for example $0.23m$, would lower the factor 0.55 to about 0.49. The hopping values matter too: changing any one of them by 20%, with the gap reset to 3.6 eV, multiplies the model's $\alpha_\perp$ by a factor between about 0.7 and 1.5. The oxygen coordinate matters as much: lowering or raising $u$ by only 0.005, again with the gap reset, gives factors of about 0.75 and 1.33. Heavily doped transparent electrodes also fill states at the conduction edge and screen the attraction, so the undoped estimate does not apply to them. Nor does it apply to the amorphous tin oxide formed from tin-based resists: without a lattice inversion centre, parity no longer labels the states, and the size of the resulting absorption is not calculated here.

## Computed results

```
lattice constant a (rough): 0.474 nm
lattice constant c (rough): 0.319 nm
oxygen coordinate u (rough): 0.307
direct gap (set): 3.6 eV
tin p level above tin s level (set): 6 eV
Sn-O hopping sp sigma (set): 2.5 eV
Sn-O hopping pp sigma (set): 3 eV
Sn-O hopping pp pi (set): -0.5 eV
O-O hopping pp sigma (set): 0.6 eV
O-O hopping pp pi (set): -0.1 eV
tin s level above oxygen p level: 5.152 eV
parity of valence edge: +1.000
parity of conduction edge: +1.000
tin s weight in conduction edge: 0.9605
largest |V| between edges at k=0: 4.8e-16 eV nm
highest valence energy in scan minus centre: -3.775e-15 eV
lowest conduction energy in scan minus centre: 4.441e-15 eV
smallest direct gap in scan: 3.6 eV
electron mass along x: 0.4294 m
electron mass along z: 0.3073 m
hole mass along x (negative: band rises): 1.525 m
hole mass along z (negative: band rises): 2.606 m
reduced mass along x: 0.335 m
reduced mass along z: 0.2749 m
slope of V_x with k_x: 0.07224 eV nm^2
dimensionless slope Lam: 0.948
slope ratio L_yy/L_xx: -1.0000
fitted power, E perpendicular to c: 1.4996
fitted power, E parallel to c: 3.4996
fitted power, joint density of states: 0.5002
full-band/closed-formula ratio at 0.25 meV: 0.9998
first allowed energy, E perpendicular to c: 4.452 eV
first allowed energy, E parallel to c: 5.057 eV
|V| of first allowed, E perpendicular to c: 0.516 eV nm
|V| of first allowed, E parallel to c: 0.8694 eV nm
refractive index (rough): 2
excess photon energy: 0.2 eV
wavevector along x at that excess: 1.326 1/nm
absorption, forbidden-edge formula: 620.5 1/cm
absorption, full bands, E perp. c, edge pair: 549.3 1/cm
absorption, full bands, E par. c, edge pair: 1.048 1/cm
absorption if edge were allowed: 5.402e+04 1/cm
allowed/forbidden ratio: 87.05
neglected: full-band/formula ratio at excess: 0.8852
static permittivity (rough): 10
neglected: exciton Rydberg: 42.49 meV
neglected: Coulomb factor at excess: 3.716
photon wavevector: 0.03851 1/nm
neglected: (photon/carrier wavevector)^2: 0.0008435
phonon energy (rough): 50 meV
temperature: 300 K
rms polar displacement estimate: 5.912 pm
|V_x| at k=0 with that displacement: 0.003844 eV nm
neglected: displaced/k-linear strength: 0.004832
tin s-p atomic dipole length (rough): 0.05 nm
neglected: slope ratio with atomic dipoles: 0.9559
```
